\section*{Steady Heat Flow from a Moving Line in Scanned Laser Annealing, part 1}

(Sections cited here and not found follow in the second part.)

\section*{First half: the field of a moving line}

A laser beam shaped into a long, narrow line sweeps over the flat surface of a solid. The surface under the beam is heated for about a millisecond and then cools into the cold material below. This problem derives the temperature field of an infinitely narrow line, gives the line a finite width, and applies the result to a scanned anneal.

The solid fills $z>0$, with $z$ the depth. The line lies along $y$ and moves toward $+x$ with constant speed $v>0$, passing $x=0$ at $t=0$. The solid absorbs the power $q$ per unit length of line, all of it at the surface. The line is taken as infinitely long, so nothing depends on $y$. The conductivity $k$ and the heat capacity per volume $C$ are constants, and $D=k/C$ is the diffusivity. No heat leaves through the surface. Far from the line the solid is at the base temperature $T_0$. The second half of the problem examines what these assumptions cost.

\subsection*{(a) The moving frame}

\emph{Find the equation obeyed by a temperature field that travels unchanged with the line, and the heat flux seen in the frame of the line.}

\textbf{Solution.} At a fixed point of the solid, conduction gives
\begin{equation}
C\,\frac{\partial T}{\partial t}=k\left(\frac{\partial^2T}{\partial x^2}+\frac{\partial^2T}{\partial z^2}\right).
\end{equation}
A field that travels with the line depends on $x$ and $t$ through $\xi=x-vt$ alone. Write $T=T_0+\theta(\xi,z)$. The chain rule gives $\partial T/\partial t=-v\,\partial\theta/\partial\xi$ and $\partial T/\partial x=\partial\theta/\partial\xi$. Dividing by $k$ and collecting terms,
\begin{equation}
\nabla^2\theta+2a\,\frac{\partial\theta}{\partial\xi}=0,\qquad a=\frac{v}{2D},
\label{eq:moving}
\end{equation}
where $\nabla^2=\partial_\xi^2+\partial_z^2$. This holds everywhere except on the line itself.

Seen from the line, the solid streams toward $-\xi$ with speed $v$ and carries its excess heat $C\theta$ along. The heat flux in this frame is therefore
\begin{equation}
\mathbf J=-k\nabla\theta-Cv\,\theta\,\hat{\mathbf x}.
\label{eq:flux}
\end{equation}
Its divergence is $-k(\nabla^2\theta+2a\,\partial_\xi\theta)$, because $Cv/k=v/D=2a$. Equation \eqref{eq:moving} thus states that no heat is created or stored away from the line. The word ``steady'' refers to the moving frame: a fixed point of the solid heats up and cools down.

\subsection*{(b) Removing the surface and the first derivative}

\emph{Replace the half-space by a full plane, and find a substitution that turns the equation into one without a preferred direction.}

\textbf{Solution.} Since no heat crosses the surface, $\partial\theta/\partial z=0$ at $z=0$ for $\xi\neq0$. Define the field above the surface by reflection, $\theta(\xi,-z)=\theta(\xi,z)$. The two halves join with equal values and equal, vanishing slopes, so the equation also holds across $z=0$. Each half receives the power $q$, and the full plane therefore contains a source $2q$. Setting $\nabla\cdot\mathbf J=2q\,\delta(\xi)\delta(z)$ and dividing by $-k$,
\begin{equation}
\nabla^2\theta+2a\,\frac{\partial\theta}{\partial\xi}=-\frac{2q}{k}\,\delta(\xi)\delta(z).
\label{eq:source}
\end{equation}

Now put $\theta=e^{-a\xi}\varphi$. Differentiation gives
\begin{align}
\partial_\xi\theta&=e^{-a\xi}\left(\partial_\xi\varphi-a\varphi\right),\\
\partial_\xi^2\theta&=e^{-a\xi}\left(\partial_\xi^2\varphi-2a\,\partial_\xi\varphi+a^2\varphi\right).
\end{align}
In the combination $\partial_\xi^2\theta+2a\,\partial_\xi\theta$ the first derivatives of $\varphi$ cancel, and the terms without derivative add to $a^2-2a^2=-a^2$. On the right the factor $e^{a\xi}$ equals one at the source. Hence
\begin{equation}
\nabla^2\varphi-a^2\varphi=-\frac{2q}{k}\,\delta(\xi)\delta(z).
\label{eq:helmholtz}
\end{equation}
The effect of motion is now split into two parts: a factor $e^{-a\xi}$, which favours the region behind the line, and a screening term $a^2$, which is the same in all directions.

\subsection*{(c) The solution and its strength}

\emph{Find a solution of \eqref{eq:helmholtz} that depends on $r=\sqrt{\xi^2+z^2}$ alone, fix its amplitude, and write down the temperature rise.}

\textbf{Solution.} For a function of $s=ar$, equation \eqref{eq:helmholtz} away from the source reads $\varphi''+\varphi'/s-\varphi=0$. A decaying solution is the modified Bessel function
\begin{equation}
K_0(s)=\int_0^\infty e^{-s\cosh u}\,du .
\label{eq:k0}
\end{equation}
To verify this, differentiate under the integral and use $\cosh^2u-1=\sinh^2u$:
\begin{align}
K_0''+\frac{K_0'}{s}-K_0
&=\int_0^\infty\left(\sinh^2u-\frac{\cosh u}{s}\right)e^{-s\cosh u}\,du\nonumber\\
&=\left[-\frac{\sinh u}{s}\,e^{-s\cosh u}\right]_0^\infty=0 .
\end{align}

The amplitude follows from the heat leaving a small semicircle around the line. Let $K_1=-K_0'=\int_0^\infty\cosh u\,e^{-s\cosh u}du$. Because $\cosh u=\sinh u+e^{-u}$,
\begin{equation}
sK_1(s)=e^{-s}+s\int_0^\infty e^{-u}e^{-s\cosh u}\,du .
\end{equation}
The last integral is smaller than one, so $sK_1(s)\to1$ as $s\to0$. It follows that $K_0$ grows only logarithmically near $s=0$.

Take $\theta=A\,e^{-a\xi}K_0(ar)$. On a semicircle of radius $r$ inside the solid, the advected part of \eqref{eq:flux} contributes terms of order $r\ln r$, which vanish as $r\to0$. So does the part of the conducted flux that comes from differentiating $e^{-a\xi}$. What remains is
\begin{equation}
\lim_{r\to0}\int_0^\pi kA\,a\,K_1(ar)\,r\,d\alpha=\pi kA ,
\end{equation}
and this must equal $q$. The temperature rise is
\begin{equation}
\boxed{\;\theta(\xi,z)=\frac{q}{\pi k}\,e^{-a\xi}\,K_0(ar),\qquad a=\frac{v}{2D}\;}
\label{eq:main}
\end{equation}
For a line buried in an unbounded solid the same heat spreads over a full circle, and the prefactor is $q/(2\pi k)$.

\subsection*{(d) Uniqueness and heat balance}

\emph{Show that \eqref{eq:main} vanishes in every direction far from the line, and that no other steady field with this source does so. Find the heat passing through a semicircle of any radius.}

\textbf{Solution.} Behind the line $e^{-a\xi}$ grows, so the decay needs proof. Since $-\xi\le r$ and $\cosh u-1\ge u^2/2$,
\begin{equation}
e^{-a\xi}K_0(ar)\le\int_0^\infty e^{-ar(\cosh u-1)}du\le\int_0^\infty e^{-ar\,u^2/2}du=\sqrt{\frac{\pi}{2ar}} .
\label{eq:bound}
\end{equation}
This goes to zero in all directions.

Let $w$ be the difference of two solutions of \eqref{eq:source} that both vanish at infinity. The sources cancel, so $w$ obeys \eqref{eq:moving} in the whole plane and is smooth. Add a small term, $w_\eta=w+\eta e^{c\xi}$ with $\eta,c>0$. Then
\begin{equation}
\nabla^2w_\eta+2a\,\partial_\xi w_\eta=\eta\,(c^2+2ac)\,e^{c\xi}>0 .
\end{equation}
At an interior maximum the gradient would vanish and $\nabla^2w_\eta$ could not be positive, so $w_\eta$ has no interior maximum. On a disc of radius $R$ it is therefore at most its largest boundary value, and $w\le\max_{r=R}|w|+\eta e^{cR}$. Let $\eta\to0$ first and then $R\to\infty$: this gives $w\le0$. The same argument for $-w$ gives $w\ge0$. Hence $w=0$. Boundedness alone would not suffice, since a constant can be added to $\theta$ without violating \eqref{eq:source}.

The flux \eqref{eq:flux} has no divergence away from the line and no component through the surface. The heat passing any semicircle therefore equals that passing an arbitrarily small one, which is $q$. Numerical integration of conduction plus advection over semicircles of radius 10, 200 and 1000~$\mu$m, with the material values of part (i), reproduces $q$ with a largest relative error of $4\times10^{-9}$.

\subsection*{(e) The same field from heat pulses}

\emph{Build the field by adding the heat that the line released at all earlier times, without using the moving-frame equation.}

\textbf{Solution.} An energy $Q$ per unit length, released at one instant on the surface line, produces after a time $\tau$ the rise
\begin{equation}
\frac{Q}{2\pi k\tau}\,e^{-\rho^2/(4D\tau)},
\label{eq:pulse}
\end{equation}
with $\rho$ the distance from the place of release. To check the diffusion equation, let $g=\tau^{-1}e^{-\rho^2/(4D\tau)}$. Both $\partial_\tau g$ and $D\nabla^2g$ equal $g\,[\rho^2/(4D\tau^2)-1/\tau]$. The energy is also right: the integral of the exponential over the half-plane is $2\pi D\tau$, and $C\,Q\,(2\pi D\tau)/(2\pi k\tau)=Q$.

Heat of age $\tau$ was released where the line stood at that time, at $x=v(t-\tau)$. The point now at $\xi$ lies a distance $x-v(t-\tau)=\xi+v\tau$ from there. With $Q=q\,d\tau$,
\begin{equation}
\theta=\frac{q}{2\pi k}\int_0^\infty\frac{d\tau}{\tau}\exp\left[-\frac{(\xi+v\tau)^2+z^2}{4D\tau}\right].
\label{eq:age}
\end{equation}
Expanding the square, the exponent becomes
\begin{equation}
-\frac{r^2}{4D\tau}-\frac{v\xi}{2D}-\frac{v^2\tau}{4D}.
\end{equation}
The middle term is $-a\xi$ and leaves the integral. With $w=v^2\tau/(4D)$ the first term is $-a^2r^2/(4w)$, so
\begin{equation}
\theta=\frac{q}{2\pi k}\,e^{-a\xi}\int_0^\infty\frac{dw}{w}\,e^{-w-a^2r^2/(4w)} .
\end{equation}
Finally put $w=\tfrac12ar\,e^{u}$. Then $dw/w=du$ and $w+a^2r^2/(4w)=ar\cosh u$, with $u$ running over the whole real axis. The integral is $2K_0(ar)$, and \eqref{eq:main} is recovered.

The term $v^2\tau/(4D)$ shows why a steady state exists: it cuts off the contribution of old heat. Within a distance of about $D/v$ from the line, heat older than a few times $4D/v^2$ hardly matters. Far behind the line the relevant age is longer, about $|\xi|/v$. At $v=0$ this cut-off is absent, the integral over $\tau$ diverges logarithmically, and the temperature rises without limit.

\subsection*{(f) Near, behind and ahead}

\emph{Find the form of the field close to the line and, on the surface, far behind and far ahead of it.}

\textbf{Solution.} For small $s$, use $w=\tfrac12se^u$ in \eqref{eq:k0}, now with $u\ge0$:
\begin{equation}
K_0(s)=\int_{s/2}^\infty\frac{dw}{w}\,e^{-w-s^2/(4w)} .
\end{equation}
In this range $s^2/(4w)\le s/2$, so that part of the exponent can be dropped as $s\to0$. Integrating the rest by parts gives $-e^{-s/2}\ln(s/2)+\int_{s/2}^\infty e^{-w}\ln w\,dw$. With Euler's constant $\gamma=-\int_0^\infty e^{-w}\ln w\,dw\approx0.577$,
\begin{equation}
\theta\simeq\frac{q}{\pi k}\left[\ln\frac{2}{ar}-\gamma\right],\qquad ar\ll1 .
\label{eq:near}
\end{equation}
The rise is infinite on the line itself. A peak surface temperature therefore has no meaning until the beam is given a width.

For large $s$ the integrand of \eqref{eq:k0} is concentrated at small $u$, where $\cosh u\simeq1+u^2/2$, and $K_0(s)\simeq\sqrt{\pi/(2s)}\,e^{-s}$. On the surface behind the line $r=-\xi=|\xi|$, and the exponentials cancel:
\begin{equation}
\theta\simeq\frac{q}{\pi k}\sqrt{\frac{\pi D}{v|\xi|}}=\frac{q}{k}\sqrt{\frac{D}{\pi v|\xi|}} .
\label{eq:wake}
\end{equation}
With the elapsed time $t_{\rm p}=|\xi|/v$ this equals $(q/v)/(C\sqrt{\pi Dt_{\rm p}})$, the cooling of a surface that received the energy $q/v$ per unit area in one instant. Far behind the line, heat flows almost straight down through most of the heated depth. Within about $D/v$ of the insulated surface the vertical flow is weak, and the flow along $x$ is comparable or larger.

Ahead of the line $r=\xi$, and the exponentials multiply:
\begin{equation}
\theta\simeq\frac{q}{k}\sqrt{\frac{D}{\pi v\xi}}\;e^{-2a\xi},\qquad a\xi\gg1 .
\end{equation}
Heat that diffuses forward is overtaken by the line, and the preheated zone extends over a distance of order $1/(2a)=D/v$.

\section*{Second half: a beam of finite width and an annealing example}

The first half gave the steady temperature rise $\theta$ above the base temperature $T_0$ for a surface line that moves toward $+x$ with speed $v$ and deposits the power $q$ per unit length:
\begin{equation}
\theta=\frac{q}{\pi k}\,e^{-a\xi}K_0(ar),\quad a=\frac{v}{2D},\quad \xi=x-vt,\quad r^2=\xi^2+z^2 .
\label{eq:recall}
\end{equation}
Here $k$ is the conductivity, $C$ the heat capacity per volume, $D=k/C$, $z$ the depth and $\gamma$ Euler's constant. Near the line $K_0(s)\simeq\ln(2/s)-\gamma$. Far behind it the surface cools as $(q/k)\sqrt{D/(\pi v|\xi|)}$. The derivative of $K_0$ is $-K_1$.

\subsection*{(g) The hottest moment at a given depth}

\emph{Where, relative to the line, is a layer at depth $z$ hottest? What does the answer become at large depth?}

\textbf{Solution.} At fixed $z$, $\partial r/\partial\xi=\xi/r$, so
\begin{equation}
\frac{\partial\theta}{\partial\xi}=-\frac{qa}{\pi k}\,e^{-a\xi}\left[K_0(ar)+\frac{\xi}{r}K_1(ar)\right].
\end{equation}
The rise is positive and vanishes at both ends, so it has a maximum, where the bracket is zero:
\begin{equation}
\frac{\xi}{r}=-\frac{K_0(ar)}{K_1(ar)} .
\label{eq:lag}
\end{equation}
Both functions are positive, so the hottest layer lies behind the line. The lag is the distance the line moves while heat travels down.

For $az\gg1$ the heating acts as a planar pulse. The rise then varies with the elapsed time $t_{\rm p}$ as $t_{\rm p}^{-1/2}e^{-z^2/(4Dt_{\rm p})}$. Setting the derivative of its logarithm, $-1/(2t_{\rm p})+z^2/(4Dt_{\rm p}^2)$, to zero gives $t_{\rm p}=z^2/(2D)$, or a lag $vt_{\rm p}=az^2$. This is much longer than $z$, as the planar picture requires.

We now have the steady temperature field of an infinitely narrow moving line and the position behind it at which each depth is hottest. It remains to give the beam a finite width, which makes the peak surface temperature finite, to evaluate a millisecond anneal, and to estimate what the simplifications cost.
